# Kimball's relations: electron cusp, pair-function slope and momentum-distribution tail, part 2

Kimball's relations tie the slope of the pair function $g$ at contact and the large-$k$ tail of the momentum distribution to $g(0)$. We use Hartree atomic units, smooth $v_{\rm ext}$ and repulsion $\lambda/r_{ij}$ (physically $\lambda=1$). For a pair, $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2)$, $\mathbf p=\tfrac12(\mathbf k_1-\mathbf k_2)$, $\mathbf P=\mathbf k_1+\mathbf k_2$. A tilde or $F$ denotes $\int f\,e^{-i\mathbf k\cdot\mathbf r}d^3r$.

In relative angular momentum $l$, $\Psi\propto r^l(1+c_lr+\dots)$. Cancelling the leading singular terms of $(-\nabla_r^2+\lambda/r)\Psi$ (section 3) gives
$$c_l=\frac{\lambda}{2(l+1)}:\qquad c_0=\frac{\lambda}{2},\quad c_1=\frac{\lambda}{4}.\tag{1}$$
For opposite and parallel spins respectively, with $A,\mathbf B$ independent of $\mathbf r$,
$$\Psi=A\left(1+\tfrac{\lambda}{2}r\right)+\mathbf B\cdot\mathbf r+O(r^2).\tag{2}$$
$$\Psi=(\mathbf B\cdot\mathbf r)\left(1+\tfrac{\lambda}{4}r\right)+O(r^3).\tag{3}$$
Hence, for spin-summed $g$ (for $\rho_{\uparrow\downarrow}$ alone, after averaging over the direction of $\mathbf r$ at fixed $\mathbf R$),
$$g'(0^+)=\lambda\,g(0),\qquad\text{in ordinary units }\; g'(0^+)=g(0)/a_0.\tag{4}$$
For $f=a_0'+a_1r+a_2r^2+a_3r^3+\dots$,
$$F[f]\simeq-\frac{8\pi a_1}{k^4}+\frac{96\pi a_3}{k^6}-\dots\tag{5}$$

In section 6 a fast electron recoils against one partner while the others stay slow; these regions do not overlap, so probabilities add. With $\mathcal N_\sigma$ normalized to $N_\sigma$ under $d^3k/(2\pi)^3$,
$$\mathcal N_\sigma(\mathbf k)\to\frac{16\pi^2\lambda^2T}{k^8},\qquad T=\int\rho_{\uparrow\downarrow}(\mathbf R,\mathbf R)\,d^3R.\tag{8}$$
$$\mathcal N_\uparrow^{\uparrow\uparrow}(k)\to\frac{64\pi^2\lambda^2G}{k^{10}},\tag{11}$$
where $\rho_{\sigma\sigma'}$ is the density of ordered pairs and $Gr^2$ leads the angle-averaged $\rho_{\uparrow\uparrow}$ integrated over $\mathbf R$. A tail $C/k^8$ in each spin carries kinetic energy $C/6\pi^2K^3$ above momentum $K$.

In a gas of volume $V$, spin densities $n_\sigma$, total density $n=3/4\pi r_s^3$ and Fermi momentum $k_F$, $n_\sigma(\mathbf k)=\mathcal N_\sigma/V$ and
$$n_\sigma(k)\to\frac{16\pi^2\lambda^2n_\uparrow n_\downarrow g_{\uparrow\downarrow}(0)}{k^8}=\frac{8\pi^2\lambda^2n^2g(0)}{k^8}.\tag{9}$$
Section 7 checks this in jellium at second order, with $v(q)=4\pi/q^2$, $\Delta E=(\mathbf k-\mathbf p_1)\cdot(\mathbf k-\mathbf p_2)$ and $\mathbf p_1,\mathbf p_2$ in the up and down Fermi spheres:
$$n_\uparrow^{\uparrow\downarrow}(k)=\iint\frac{d^3p_1d^3p_2}{(2\pi)^6}\frac{v(\mathbf k-\mathbf p_1)^2}{\Delta E^2}\to n_\uparrow n_\downarrow\frac{16\pi^2}{k^8}.$$
Parallel pairs add $64\pi^2n_\uparrow^2(k_{F\uparrow}^2/5)/k^{10}$. The integrals were evaluated by quadrature.

**How late the tail sets in.** Take $\mathbf k$ along $z$, $\mathbf a=\mathbf p_1/k$, $\mathbf b=\mathbf p_2/k$. The opposite-spin integrand relative to its limit is $X^{-2}Y^{-2}$ with $X=1-2a_z+a^2$, $Y=1-a_z-b_z+\mathbf a\cdot\mathbf b$. To second order, from $(1+x)^{-2}=1-2x+3x^2$,
$$X^{-2}=1+4a_z-2a^2+12a_z^2,\qquad Y^{-2}=1+2(a_z+b_z)-2\,\mathbf a\cdot\mathbf b+3(a_z+b_z)^2 .$$
Odd terms average to zero. With $s_1=\langle a_z^2\rangle$, $s_2=\langle b_z^2\rangle$ and $\langle a^2\rangle=3s_1$, the correction is $(-6+12+3+8)s_1+3s_2=17s_1+3s_2$, the 8 coming from the product $4a_z\cdot2a_z$. It is not symmetric in the spins, so the two tails part at this order. Unpolarized, $s_1=s_2=k_F^2/5k^2$ gives $4k_F^2/k^2$, and the parallel term adds $(64/5)/16=0.8$ in the same unit. The ratio of $n(k)$ to its asymptote is $1+4.8(k_F/k)^2+\dots$ at second order in the interaction: $1.133$ at $6k_F$ and $1.30$ at $4k_F$, against $1.1442$ and $1.3599$ from the quadrature, the excess being the higher terms of the expansion. The parallel share of $n(k)$ is $0.0218$ and $0.0477$ there. Reading $k^8n(k)$ at $4k_F$ as the limit would overestimate the coefficient by 36% at this order.

**All orders for one pair.** Put one up and one down electron in a periodic cube of volume $V$ with neutralizing background and zero total momentum: $\Psi=V^{-1}\psi(\mathbf r)$, $\psi=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$, $\sum|c_{\mathbf k}|^2=1$. Then $n_\uparrow=n_\downarrow=1/V$, $g_{\uparrow\downarrow}=|\psi|^2$ and $n_\sigma(\mathbf k)=|c_{\mathbf k}|^2$. Each electron has kinetic energy $k^2/2$, so, dropping the constant self-image energy,
$$(k^2-E)\,c_{\mathbf k}=-\frac1V\sum_{\mathbf k'\ne\mathbf k}v(\mathbf k-\mathbf k')\,c_{\mathbf k'}.\tag{12}$$
At large $k$ the small $\mathbf k'$ dominate, $v(\mathbf k-\mathbf k')\to v(k)$ and $\sum c_{\mathbf k'}=\psi(0)$, giving $c_{\mathbf k}\to-4\pi\psi(0)/Vk^4$ and $n_\sigma\to16\pi^2g_{\uparrow\downarrow}(0)/V^2k^8$, which is (9). The terms with $k'\sim k$ could by size correct this at relative order $1/k$; together they are the transform of $(1/r)\cdot\tfrac12r\,\psi(0)$, a constant, which vanishes for $\mathbf k\ne0$.

A cutoff $k_c$ omits negative amplitudes from $\psi(0)$. To leading order in $1/k_c$,
$$\psi_{k_c}(0)=\psi(0)\left[1+\frac{V}{2\pi^2}\int_{k_c}^\infty k^2\frac{4\pi}{Vk^4}dk\right]=\psi(0)\left[1+\frac{2}{\pi k_c}\right].\tag{13}$$

At $r_s=2$ bohr, $V=2\cdot\tfrac{4\pi}{3}\cdot8=67.0206$ bohr$^3$, the edge is $L=4.0620$ bohr and the grid step $2\pi/L=1.5468$ bohr$^{-1}$. Equation (12) was solved by fixed-point iteration from the uniform state, with the sum done by fast Fourier transform on an alias-free grid, for two spherical cutoffs; $k_c$ is the radius of the sphere whose volume matches the number of plane waves kept. The energy is $-0.017779$ Ha and $n(0)=0.99461$. The contact amplitudes are $0.61493$ at $k_c=24.711$ and $0.60984$ at $k_c=37.096$ bohr$^{-1}$. A straight line in $1/k_c$ has slope $0.00509/(0.040468-0.026957)=0.377$ bohr$^{-1}$, so
$$\psi(0)=0.60984-0.377\times0.026957=0.5997,\qquad g_{\uparrow\downarrow}(0)=0.3596 .$$
The slope relative to $\psi(0)$ is $0.629$, about 1% below $2/\pi=0.637$. The gap comes from higher powers of $1/k_c$, which (13) neglects: a cubic in $1/k_c$ through five cutoffs up to $74$ bohr$^{-1}$ has relative slope $0.6365$ and gives $\psi(0)=0.5996$, $g_{\uparrow\downarrow}(0)=0.3595$, so the two-point values are high by one unit in the last digit shown. Unextrapolated, $0.60984^2=0.3719$ is 3.4% above $0.3596$. Only half a per cent of the probability lies outside $\mathbf k=0$, yet $g_{\uparrow\downarrow}(0)$ is far from 1, because $\psi(0)$ sums amplitudes while the depletion sums their squares.

Fits linear in $1/k^2$, on points well below the larger cutoff, give $g'(0)=0.3599$ bohr$^{-1}$ from the $q^{-4}$ tail of the transform of $|\psi|^2$, so $g'/g=1.0008$ bohr$^{-1}$, and $k^8n\to0.01267$ bohr$^{-8}$. Equation (9) gives $157.91\times0.3596/67.0206^2=0.01264$, 0.2% lower than the fit. The cutoff produces a shift of this sign and size: for $k\ll k_c$ the omitted part of the sum in (12) is $-\frac{1}{2\pi^2}\int_{k_c}^\infty k'^2\frac{4\pi}{k'^2}\frac{4\pi\psi(0)}{Vk'^4}dk'=-8\psi(0)/3Vk_c^3$, so $|c_{\mathbf k}|^2$ is raised by the fraction $2\cdot\frac{8/3k_c^3}{4\pi/k^2}=4k^2/3\pi k_c^3$, or 0.13% at $k=12.375$ bohr$^{-1}$. As the cutoff is raised, the excess of the fitted $k^8n$ over (9) falls to 0.07% at $k_c=49$ and 0.01% at $k_c=74$ bohr$^{-1}$, and $g'/g$ tends to $1.000$ bohr$^{-1}$. At $k=12.375$ bohr$^{-1}$, $n=2.32\times10^{-11}$, 1.1% above the asymptote $2.30\times10^{-11}$; about 1.0% of this remains at larger cutoffs and is the correction of relative order $k^{-2}$. The value $0.36$ belongs to this two-electron cell and is not the bulk $g_{\uparrow\downarrow}(0)$.

## 8. Worked example: Hooke's atom

Take $v_{\rm ext}=\tfrac12\omega^2r^2$ and two electrons. Since $r_1^2+r_2^2=2R^2+\tfrac12r^2$,
$$H=\left[-\tfrac14\nabla_R^2+\omega^2R^2\right]+\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac{\lambda}{r}\right],\qquad\Psi=\Phi(\mathbf R)\,\phi(\mathbf r).$$
The first bracket has ground state $\Phi\propto e^{-\omega R^2}$ with energy $\tfrac32\omega$; its transform is $\propto e^{-P^2/4\omega}$, so $\mathbf P$ is Gaussian with variance $\omega$ per component and $\mathbf s=\mathbf P/2$ has variance $\sigma^2=\omega/4$. With $\phi=u(r)Y_{lm}/r$ and relative energy $\varepsilon$,
$$-u''+\left[\frac{l(l+1)}{r^2}+\tfrac14\omega^2r^2+\frac{\lambda}{r}\right]u=\varepsilon u .$$
For the singlet, $T=|\phi(0)|^2$ because $\Phi$ is normalized, and exactly $\mathcal N_\sigma(\mathbf k)=\langle|\tilde\phi(\mathbf k-\mathbf s)|^2\rangle_{\mathbf s}$.

**A closed form.** Let $\omega=\tfrac12$ Ha, $\lambda=1$, $u=Q\,e^{-r^2/8}$ with $Q=r+ar^2$. Then $u''=[Q''-\tfrac r2Q'+(\tfrac{r^2}{16}-\tfrac14)Q]e^{-r^2/8}$, the $r^2/16$ terms cancel, and the left side is $e^{-r^2/8}$ times
$$-Q''+\tfrac r2Q'+\tfrac14Q+\frac Qr=(1-2a)+\left(\tfrac34+a\right)r+\tfrac54a\,r^2.\tag{14}$$
For $a=\tfrac12$ this is $\tfrac54Q$: the state is exact and nodeless, $\varepsilon=1.25$ Ha and $E=1.25+0.75=2$ Ha $=54.423$ eV. The integrals $\int_0^\infty r^me^{-r^2/4}dr=2\sqrt\pi,\ 8,\ 12\sqrt\pi$ for $m=2,3,4$ give $\int r^2(1+r+\tfrac14r^2)e^{-r^2/4}dr=8+5\sqrt\pi$, so
$$T=\frac{1}{4\pi(8+5\sqrt\pi)}=0.004719\ \text{bohr}^{-3},\qquad C=16\pi^2T=0.7452\ \text{bohr}^{-5}=17.96\ \text{Å}^{-5}.$$
The slope is $g'/g=1$ bohr$^{-1}=1.8897$ Å$^{-1}$. The kinetic energy above $K=20$ bohr$^{-1}$ is $0.7452/(6\pi^2\times8000)=1.6\times10^{-6}$ Ha out of $0.6644$ Ha, the total obtained by integrating $k^2\mathcal N_\sigma$.

**The first correction.** For $l=0$ put $\phi\propto1+a_1r+a_2r^2+a_3r^3+\dots$ into the radial equation. Since $\nabla^2r^n=n(n+1)r^{n-2}$, and the trap enters only from $a_4$ on,
$$2a_1=\lambda,\qquad6a_2=\lambda a_1-\varepsilon,\qquad12a_3=\lambda a_2-\varepsilon a_1 .$$
By (5), $\tilde\phi\propto p^{-4}(1-12a_3/a_1p^2)$, and $-12a_3/a_1=\varepsilon-2a_2=\tfrac43\varepsilon-\tfrac16\lambda^2$. Squaring doubles this. The Gaussian average adds $\tfrac12\sigma^2\nabla^2k^{-8}=\tfrac12\cdot\tfrac\omega4\cdot56\,k^{-10}$. Together,
$$k^8\mathcal N_\sigma=C\left(1+\frac{\beta}{k^2}+\dots\right),\qquad\beta=7\omega+\tfrac83\varepsilon-\tfrac13\lambda^2.\tag{15}$$
Here $\beta=3.5+3.333-0.333=6.5$ bohr$^{-2}$. At $k=20$ bohr$^{-1}$, $C/k^8=0.74524/2.56\times10^{10}=2.911\times10^{-11}$ bohr$^3$ and (15) predicts the ratio $1+6.5/400=1.0163$. Quadrature of the exact expression gives $2.959\times10^{-11}$ bohr$^3$, ratio $1.0165$.

**Other parameters.** The radial equation was also solved by Chebyshev collocation, imposing only $u=0$ at both ends, so that no cusp is put in. Slopes come from a polynomial fit near $r=0$, $\mathcal N_\sigma$ from Gauss quadrature, and $C$ and $\beta$ from a polynomial fit of $k^8\mathcal N_\sigma$ in $1/k^2$ (atomic units):

| $\omega$ | $\lambda$ | $\varepsilon$ | $g'/g$ | $T$ | $C$ | $\beta$ |
|---|---|---|---|---|---|---|
| 1 | 1 | 2.2301 | 1.0000 | 0.021011 | 3.3179 | 12.614 |
| 1 | 2 | 2.8570 | 2.0000 | 0.007086 | 4.4761 | 13.285 |
| 1 | −1 | 0.6119 | −1.0000 | 0.188996 | 29.845 | 8.298 |

For the second row, (8) gives $157.91\times4\times0.007086=4.476$ and (15) gives $7+7.619-1.333=13.285$; the other rows agree likewise to the digits shown. Doubling $\lambda$ raises $C$ by 35% and not fourfold, because $T$ drops to a third.

**Triplet.** For $l=1$, $\omega=\tfrac12$, both spins up and the three $m$ equally weighted, $\varepsilon=1.6097$ Ha. With $u\simeq br^2$, the pair density is $2b^2r^2/4\pi$, so $G=b^2/2\pi=0.002633$ bohr$^{-5}$. The logarithmic slope of the pair density divided by $r^2$ is $0.5000$ bohr$^{-1}$, and $k^{10}\mathcal N_\uparrow\to1.663$ bohr$^{-7}=631.65\times0.002633$.

**Why the angular average is needed.** For opposite spins take the equal superposition of the $s$ state and the $p_z$ state, $\phi\propto u_0/r+\sqrt3\cos\theta\,u_1/r$. Its up–down pair density at fixed $\mathbf R$ has logarithmic slope $1+2\sqrt3\cos\theta\,b/u_0'(0)$, with $b/u_0'(0)=\sqrt{(G/2)/T}=\sqrt{0.0013165/0.004719}=0.528$. This is $1\pm1.83$: $2.83$ along $+z$, $-0.83$ along $-z$, and $1.000$ bohr$^{-1}$ after averaging. This state obeys (2) because both components do, but it is not stationary: their energies differ by $0.36$ Ha, and the odd term changes sign after $\pi/0.36\approx8.7$ atomic units of time. A nondegenerate two-electron eigenstate is even or odd in $\mathbf r$ and has no such term. Stationary examples occur in open-shell systems such as the lithium ground state, where already a single determinant gives $\rho_{\uparrow\downarrow}=\rho_\uparrow(\mathbf r_1)\rho_\downarrow(\mathbf r_2)$, with the odd term $\tfrac12\mathbf r\cdot(\nabla\ln\rho_\uparrow-\nabla\ln\rho_\downarrow)$ in its logarithm.

## 9. What a Monte Carlo calculation inherits

Let the trial function behave as $\Psi_T=A_T(1+ar)+\dots$ at opposite-spin contact, with $a$ set by the Jastrow factor. The algebra of section 3 gives the local energy $H\Psi_T/\Psi_T\simeq(1-2a)/r$ for $\lambda=1$, as (14) divided by $Q$ shows explicitly. It diverges unless $a=\tfrac12$, though its variance stays finite there because $r^2dr/r^2$ is integrable.

Sections 4 and 6 used only the coefficient of $r$. Variational Monte Carlo samples $|\Psi_T|^2$, so $g'/g=2a$, the amplitude is $-8\pi a\tilde A_T/k^4$, and
$$C_{\rm var}=16\pi^2(2a)^2T_{\rm var}.$$
The mixed estimator $\langle\Psi_0|\hat O|\Psi_T\rangle/\langle\Psi_0|\Psi_T\rangle$ of diffusion Monte Carlo has one factor of each kind. The product $(1+\tfrac12r)(1+ar)$ gives the slope $a+\tfrac12$, and $(-4\pi)(-8\pi a)=32\pi^2a$ gives
$$C_{\rm mix}=16\pi^2(2a)\,T_{\rm mix},$$
with $T_{\rm mix}$ the mixed on-top density. Projection repairs one factor only. With $a=\tfrac12$, (4) and (8) hold for the variational and the mixed estimates separately, whatever the error in $T$: their being satisfied shows that the cusp was imposed and does not show that $g(0)$ is right.

For Hooke's atom with $a=0.25$ bohr$^{-1}$ in $u_T\propto r(1+ar)e^{-r^2/8}$, quadrature gives $T_{\rm var}=0.008967$ bohr$^{-3}$ and overlap $\mathcal S=0.997617$. Both states share $\Phi(\mathbf R)$, so $T_{\rm mix}=\sqrt{0.008967\times0.004719}/0.997617=0.006521$ bohr$^{-3}$. Then $C_{\rm var}=157.91\times0.25\times0.008967=0.3540$ and $C_{\rm mix}=157.91\times0.5\times0.006521=0.5149$ bohr$^{-5}$; fits to the transformed functions give $0.35401$ and $0.51486$. The shallow cusp hole makes $T_{\rm var}$ 1.9 times the exact $T$, which offsets part of the factor $\tfrac14$. The linear extrapolation $2C_{\rm mix}-C_{\rm var}=0.676$ is 9% below the exact $0.745$: its error is of second order in the error of the trial function, which is not small here, since at large $k$ the trial amplitude is wrong by a finite fraction. The ratio $C_{\rm mix}^2/C_{\rm var}=0.749$ equals $C/\mathcal S^2$, a property of this model, where $A_T\propto A$.

This example has no nodes. A fixed-node solution obeys the Schrödinger equation inside each nodal pocket and so keeps $c_0=\lambda/2$ at opposite-spin contacts inside a pocket, but with inexact nodes its gradient may jump across the nodal surface. Parallel-spin contact lies on that surface, where a kink can add a term such as $|z|\,x$, of order $r^2$ and with an $l=1$ part, so the form (3) is not guaranteed there. Section 6 assumed smoothness away from coalescence points and does not cover such a kink.

## 10. Where the relations fail

A point nucleus is not a smooth potential. For $-\tfrac12\nabla^2-Z/r$ the $1/r$ terms are $-c-Z=0$, so $\psi=\psi(0)(1-Zr+\dots)$, the amplitude is $+8\pi Z\psi(0)/k^4$, and $\mathcal N_\sigma\to64\pi^2Z^2\rho_\sigma(0)/k^8$, with $\rho_\sigma(0)$ the density of spin-$\sigma$ electrons at the nucleus. Hydrogen, with its one electron in spin $\sigma$, has $\rho_\sigma(0)=1/\pi=0.318310$ bohr$^{-3}$ and a coefficient $64\pi=201.06$ bohr$^{-5}$, which a collocation solution reproduces as $201.062$, with no electron pair present. In an atom the nucleus takes the recoil while the other electrons stay slow; by the region argument of section 6 this term stands beside (8) at the same order in $k$, and several nuclei contribute amplitudes with phases $e^{-i\mathbf k\cdot\mathbf R_I}$ that interfere. The $k^{-8}$ tail of an all-electron system is therefore not proportional to $g(0)$. The nuclear term can dominate by far: for helium the ratio $4Z^2\rho_\sigma(0)/T$ of the two coefficients is about 200 or more ($204$ and $221$ from full configuration interaction in the cc-pVTZ and cc-pVQZ bases, still rising with the basis). Relation (4) concerns the pair coordinate alone and survives, after the angular average, at every $\mathbf R$ away from a nucleus.

The tail is asymptotic. It needs $k$ well above every other momentum scale, $k_F$, $1/a_0$ and the thermal momentum of a hot gas, with the sizes of correction found in sections 7 and 8, and well below $mc=137.04$ bohr$^{-1}$, where the nonrelativistic Hamiltonian stops applying.

Only the $1/r$ term of the interaction matters. A screened form $\lambda e^{-\kappa r}/r=\lambda/r-\lambda\kappa+\dots$ leaves (1), (4) and (9) unchanged, while an interaction that is finite at $r=0$ and smooth elsewhere gives $c_0=0$, no linear term in $g$ and no $k^{-8}$ tail. The numbers also depend on dimension. In two dimensions $\nabla^2r=1/r$, so $c_0=\lambda$ and $g'(0)=2\lambda g(0)$, and the transform of $r$ scales as $k^{-3}$, which makes the tail $k^{-6}$.
